# Vertical Optical Ionization Energy and Thermal Transition Energy of a Defect

A semiconductor crystal contains a deep donor. In the dark and in the cold, the donor holds its electron and is neutral, $D^0$. Light can lift the electron to the conduction-band edge and leave $D^+$ behind. Suppose that the absorption into final states at the band edge is centred at a photon energy of 0.90 eV. Does the donor level then lie 0.90 eV below the band edge, so that in thermal equilibrium the donor is half ionized when the Fermi level is at that depth?

The following donor shows that the inference fails.

## A donor with two different energies

Let $Q$ be a mass-weighted coordinate for the displacement of the atoms around the donor, with $Q=0$ at the relaxed geometry of $D^0$. Removing the electron changes the forces, so $D^+$ relaxes to another geometry, $Q=\Delta Q$. Take both energy surfaces to be harmonic with the same angular frequency $\Omega$:

$$V_0(Q)=\tfrac12\Omega^2Q^2,\qquad V_+(Q)=E_{\rm th}+\tfrac12\Omega^2(Q-\Delta Q)^2 .$$

The energy $V_+$ includes the freed electron at the band edge $E_C$. The band edge is held fixed, and electronic degeneracy factors are left out. The thermal transition energy $E_{\rm th}$ is the difference between the two minima.

An optical transition is vertical: the electron changes its state while the atoms have no time to move. From $Q=0$ it costs

$$E_{\rm opt}=V_+(0)-V_0(0)=E_{\rm th}+E_{\rm rel},\qquad E_{\rm rel}=\tfrac12\Omega^2\Delta Q^2 .$$

It is convenient to count the relaxation energy in phonons, $E_{\rm rel}=S\hbar\Omega$, where $S$ is the Huang–Rhys factor.

The model parameters are round numbers and describe no particular material: $E_{\rm th}=0.60$ eV, $\hbar\Omega=30$ meV and $S=10$. Then

$$E_{\rm rel}=10\times0.030=0.30\ \text{eV},\qquad E_{\rm opt}=0.60+0.30=0.90\ \text{eV}.$$

The displacement is $\Delta Q=\sqrt{2E_{\rm rel}}/\Omega=1.67$ amu$^{1/2}$ Å.

## Where the extra 0.30 eV goes

Just after the vertical transition, $D^+$ has the old geometry and sits 0.30 eV above its own minimum. Let the rest of the crystal act as friction with coefficient $\gamma$:

$$\ddot Q=-\Omega^2(Q-\Delta Q)-\gamma\dot Q .$$

Multiplying by $\dot Q$ and collecting the time derivatives gives

$$\frac{d}{dt}\left[\tfrac12\dot Q^2+\tfrac12\Omega^2(Q-\Delta Q)^2\right]=-\gamma\dot Q^2 .$$

The bracket starts at $\tfrac12\Omega^2\Delta Q^2=E_{\rm rel}$, because the motion starts from rest at $Q=0$, and it ends at zero. The heat $\int\gamma\dot Q^2\,dt$ is therefore $E_{\rm rel}$, whatever the value of $\gamma>0$. This heat is released after the photon has been absorbed, so it gives no discount on the photon energy.

If the electron later returns from the band edge by a vertical radiative transition at $Q=\Delta Q$, the emitted energy is

$$E_{\rm em}=V_+(\Delta Q)-V_0(\Delta Q)=E_{\rm th}-E_{\rm rel}=0.30\ \text{eV}.$$

The neutral donor then relaxes back to $Q=0$ and releases another 0.30 eV. The cycle balances: 0.90 eV absorbed equals 0.30 eV of heat, 0.30 eV of light and 0.30 eV of heat.

## What thermal equilibrium sees

In equilibrium the ionized electron belongs to a reservoir at the Fermi level $E_F$, not at $E_C$. The cost of ionization is therefore reduced by the depth $\varepsilon=E_C-E_F$. Summing Boltzmann factors over the vibrational levels of each charge state gives

$$\frac{N_+}{N_0}=\frac{Z_+}{Z_0}\exp\left[-\frac{E_{\rm th}-\varepsilon}{kT}\right],\qquad Z=\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\Omega/kT}.$$

Here each $Z$ is counted from the minimum of its own surface. Displacing an oscillator does not alter its level spacing, so $Z_+=Z_0$ for equal frequencies. The populations are equal at $\varepsilon=E_{\rm th}=0.60$ eV, not at 0.90 eV.

The difference is large. At 300 K, $kT=25.85$ meV. For a Fermi level 0.50 eV below the band edge,

$$\frac{N_+}{N_0}=e^{-(0.60-0.50)/0.02585}=2.1\times10^{-2}.$$

Putting $E_{\rm opt}$ in place of $E_{\rm th}$ would give $e^{-0.40/0.02585}=1.9\times10^{-7}$, too small by the factor $e^{E_{\rm rel}/kT}=1.1\times10^5$.

## The vertical energy is a centre, not a threshold

The lattice is quantum mechanical, so the absorption consists of lines. Define $x=Q\sqrt{\Omega/\hbar}$ and $d=\Delta Q\sqrt{\Omega/\hbar}$. Then $S=d^2/2$. With $p$ the momentum conjugate to $x$ in units of $\hbar$, the lowering operator of the initial oscillator is $a=(x+ip)/\sqrt2$. For the displaced oscillator it is $b=a-d/\sqrt2=a-\sqrt S$.

The initial ground state obeys $a|0\rangle=0$, and hence $b|0\rangle=-\sqrt S\,|0\rangle$. Let $c_n$ be its amplitudes in the number states of the displaced oscillator. Since $b$ lowers state $n+1$ to state $n$ with factor $\sqrt{n+1}$,

$$\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n\quad\Rightarrow\quad c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0 .$$

Normalization requires $|c_0|^2\sum_n S^n/n!=|c_0|^2e^S=1$. Let the electronic matrix element be independent of $Q$, and divide out the smooth factor of photon energy that multiplies the absorption strength. The line weights at zero temperature are then

$$|c_n|^2=e^{-S}\frac{S^n}{n!}\qquad\text{at photon energy}\quad E_{\rm th}+n\hbar\Omega .$$

The zero-point energies have cancelled. The line $n=0$ lies at the thermal energy, 0.60 eV, but its weight is only $e^{-10}=4.5\times10^{-5}$. The mean phonon number is $S$, so the mean photon energy is $E_{\rm th}+S\hbar\Omega=E_{\rm opt}$. About 46% of the weight lies below $E_{\rm opt}$. These lines refer to an electron arriving at the band edge; its kinetic energy in the band would add a continuum above each of them. The complete photoionization spectrum is then not centred at $E_{\rm opt}$, so $E_{\rm opt}$ cannot be read off as the middle of a measured band without a model of that continuum.

For equal frequencies, heating broadens the spectrum without moving its mean. To see this, let $H_0$ and $H_+$ be the vibrational Hamiltonians belonging to $V_0$ and $V_+$. Expanding the square in $V_+$ gives

$$H_+-H_0=E_{\rm opt}-\Omega^2\Delta Q\,Q=E_{\rm opt}-\hbar\Omega\,d\,x .$$

For an initial level $|n\rangle$ of energy $E_n$, one has $(H_+-E_n)|n\rangle=(H_+-H_0)|n\rangle$. The mean and mean square of the photon energy are therefore the thermal averages of $H_+-H_0$ and its square. With $\langle x\rangle=0$ and $\langle x^2\rangle=\tfrac12\coth(\hbar\Omega/2kT)$, the mean is $E_{\rm opt}$ and the standard deviation is

$$\sigma=\hbar\Omega\,d\sqrt{\langle x^2\rangle}=\hbar\Omega\sqrt{S\coth\frac{\hbar\Omega}{2kT}} .$$

This is 95 meV at zero temperature and 131 meV at 300 K. Diagonalizing the displaced oscillator numerically confirms the line weights, the mean and both widths.

## The general statement and its proof

Let $R$ stand for all atomic coordinates. Let $R_0$ and $R_+$ be the geometries of lowest energy on arbitrary surfaces $V_0(R)$ and $V_+(R)$, with the electron again counted at the band edge. For classical lattice energies,

$$E_{\rm em}\le E_{\rm th}\le E_{\rm opt}.$$

For the right-hand inequality, subtract the two definitions:

$$E_{\rm opt}-E_{\rm th}=[V_+(R_0)-V_0(R_0)]-[V_+(R_+)-V_0(R_0)]=V_+(R_0)-V_+(R_+)\ge0,$$

because $R_+$ minimizes $V_+$. Equality requires $R_0$ to be a lowest-energy geometry of the ionized state as well. For the left-hand inequality,

$$E_{\rm th}-E_{\rm em}=[V_+(R_+)-V_0(R_0)]-[V_+(R_+)-V_0(R_+)]=V_0(R_+)-V_0(R_0)\ge0,$$

because $R_0$ minimizes $V_0$. No harmonic assumption was used. The first difference is the energy that the ionized state can release. It is released in full only if the atoms reach $R_+$ before the electron is recaptured and are not held in a higher local minimum.

The size of the difference follows from the forces if the surfaces are harmonic with a common, positive definite stiffness matrix $K$. With displacements $u$ from $R_0$ and the force $F$ that acts on the atoms just after ionization,

$$V_+(u)=E_{\rm opt}-F^{T}u+\tfrac12u^{T}Ku .$$

Here $V_0(R_0)$ is the zero of energy. The gradient vanishes at $u=K^{-1}F$. Inserting this gives $E_{\rm th}=E_{\rm opt}-F^TK^{-1}F+\tfrac12F^TK^{-1}F$, and hence

$$E_{\rm rel}=\tfrac12F^{T}K^{-1}F .$$

On these harmonic surfaces, the optical and thermal energies coincide if ionization exerts no force on the atoms, $F=0$. In the one-coordinate model this is the limit $S\to0$, where all the weight moves into the zero-phonon line.

## When the frequency changes too

For equal frequencies, $E_{\rm th}$ is the midpoint of $E_{\rm opt}$ and $E_{\rm em}$. This rule is not general. Keep $E_{\rm th}$, $\Delta Q$ and the neutral surface, but lower the phonon energy of $D^+$ from 30 to 24 meV. The frequency ratio is $\Omega_+/\Omega_0=0.8$, so

$$E_{\rm opt}=E_{\rm th}+\tfrac12\Omega_+^2\Delta Q^2=0.60+0.8^2\times0.30=0.792\ \text{eV}.$$

The return energy involves relaxation on the unchanged neutral surface and remains 0.30 eV. The midpoint is 0.546 eV, which is 54 meV below $E_{\rm th}$.

Two smaller corrections appear. The surfaces now differ by an additional term $\tfrac12(\Omega_+^2-\Omega_0^2)Q^2$. In the initial ground state $\langle Q^2\rangle=\hbar/2\Omega_0$, so the mean photon energy shifts by

$$\frac{\hbar(\Omega_+^2-\Omega_0^2)}{4\Omega_0}=\frac{30\times(0.64-1)}{4}=-2.7\ \text{meV}.$$

The partition functions no longer cancel either. Summing the geometric series gives $Z=1/[2\sinh(\hbar\Omega/2kT)]$, and setting $N_+=N_0$ gives

$$\varepsilon=E_{\rm th}-kT\ln\frac{Z_+}{Z_0}=E_{\rm th}+kT\ln\frac{\sinh(\hbar\Omega_+/2kT)}{\sinh(\hbar\Omega_0/2kT)} .$$

At 300 K this is 0.594 eV. The 6 meV shift is smaller than the one from the electronic degeneracy left out here: a degeneracy ratio of 2 between the charge states would move the depth by $kT\ln2=18$ meV. Equilibrium is governed by a free-energy difference, and $E_{\rm th}$ as defined here is its classical energy part.

## The slope of a thermal emission rate

Return to equal frequencies. Heat can also ionize the donor without light: the electron is emitted while the lattice gives up many phonons. The activation energy of this rate need not equal $E_{\rm th}$. With classical atoms, the electron can change state where the surfaces cross. Setting $V_0=V_+$ cancels the quadratic terms and leaves $\Omega^2\Delta Q\,Q_c=E_{\rm opt}$, so $Q_c/\Delta Q=E_{\rm opt}/2E_{\rm rel}=1.5$. The crossing energy is

$$E_c=\tfrac12\Omega^2Q_c^2=\frac{E_{\rm opt}^2}{4E_{\rm rel}}=\frac{0.90^2}{4\times0.30}=0.675\ \text{eV}.$$

It exceeds $E_{\rm th}$ by the capture barrier

$$E_c-E_{\rm th}=\frac{(E_{\rm th}+E_{\rm rel})^2-4E_{\rm th}E_{\rm rel}}{4E_{\rm rel}}=\frac{(E_{\rm th}-E_{\rm rel})^2}{4E_{\rm rel}}=0.075\ \text{eV}.$$

On the thermal route the lattice distorts before the electron leaves. Here this costs less than the vertical 0.90 eV, because $E_c<E_{\rm opt}$ whenever $E_{\rm opt}<4E_{\rm rel}$.

For a constant electronic coupling to a state at the band edge, the classical rate is proportional to the probability density of $Q$ at $Q_c$, which varies as $T^{-1/2}e^{-E_c/kT}$. Once the factor $T^{-1/2}$ is removed, the slope of the logarithm of the rate against $-1/kT$ is $E_c$.

For quantum atoms, note that $E_{\rm th}=20\hbar\Omega$ in this model, so level $n$ of $D^0$ has the same energy as level $n-20$ of $D^+$. The rate is taken as the thermal average over $n$ of the squared overlap of these two levels. With the same factor removed, these overlaps give a slope of 0.676 eV at $kT=5\hbar\Omega$, within 0.001 eV of the classical value. At 300 K they give 0.649 eV. There $kT$ is smaller than $\hbar\Omega$, so the classical treatment of the atoms, in both their initial distribution and the transition itself, is no longer justified. In this model the slope at 300 K thus lies between $E_{\rm th}$ and $E_c$. Its excess over $E_{\rm th}$ is 0.049 eV, less than the classical capture barrier of 0.075 eV, so subtracting the classical barrier from the slope would not give $E_{\rm th}$ either. These slopes refer to a single final state at the band edge. A measured emission rate sums over the states of the band, which changes the temperature dependence of the prefactor and hence the slope. The numerical output lists the values quoted above.

## Numbers as computed

```
MODEL INPUTS
thermal transition energy E_th       0.600 eV
phonon energy                        30.0 meV
Huang-Rhys factor S                  10.0
temperature                          300 K
thermal energy kT                    25.85 meV
ENERGIES, EQUAL FREQUENCIES
relaxation energy E_rel              0.300 eV
vertical optical energy E_opt        0.900 eV
vertical return energy E_em          0.300 eV
optical minus return energy          0.600 eV
displacement Delta Q                 1.669 amu^(1/2) A
heat from damped motion              0.300000 eV
ABSORPTION SPECTRUM FROM DIAGONALIZATION
zero-phonon line, T = 0              0.600000 eV
zero-phonon weight, T = 0            4.540e-05
mean photon energy, T = 0            0.900000 eV
weight below E_opt, T = 0            0.4579
standard deviation, T = 0            94.9 meV
mean photon energy, 300 K            0.900000 eV
standard deviation, 300 K            131.2 meV
THERMAL EQUILIBRIUM AT 300 K
equal-population Fermi depth         0.600000 eV
chosen Fermi depth                   0.500 eV
ionized/neutral ratio, correct       2.090e-02
ionized/neutral ratio, using E_opt   1.907e-07
correct ratio / wrong ratio          1.096e+05
THERMAL EMISSION
surface crossing energy              0.6750 eV
capture barrier                      0.0750 eV
crossing position / Delta Q          1.500
emission slope at kT = 5 hw          0.6759 eV
emission slope at 300 K              0.6489 eV
UNEQUAL FREQUENCIES, SAME E_th AND DELTA Q
final phonon energy                  24.0 meV
final-state relaxation energy        0.1920 eV
vertical optical energy              0.7920 eV
mean photon energy, T = 0            0.7893 eV
midpoint of vertical energies        0.5460 eV
midpoint minus E_th                  -54.0 meV
equal-population depth, 300 K        0.5937 eV
```
